# Two Proofs of the Error Bound for a Truncated Multipole Expansion

## Definitions and conventions

A finite set of point charges $q_j$ sits in vacuum at positions $\mathbf r_j$, all inside a ball of radius $a>0$ about the origin, so that $r_j=|\mathbf r_j|\le a$. The potential is wanted at a field point $\mathbf r$ outside the ball, at distance $r=|\mathbf r|>a$. In SI units, with $K=1/(4\pi\varepsilon_0)$,

$$\Phi(\mathbf r)=K\sum_j\frac{q_j}{|\mathbf r-\mathbf r_j|},\qquad Q=\sum_j|q_j| .$$

The quantity $Q$ is the total absolute charge. It is not the net charge $\sum_j q_j$, and the difference will matter.

Let $\gamma_j$ be the angle between $\mathbf r_j$ and $\mathbf r$, and let $t_j=r_j/r$, which is less than 1. Since $|\mathbf r-\mathbf r_j|^2=r^2-2rr_j\cos\gamma_j+r_j^2$, taking out a factor $r^2$ gives

$$\frac1{|\mathbf r-\mathbf r_j|}=\frac1r\,G(\cos\gamma_j,t_j),\qquad G(x,\tau)=\frac1{\sqrt{1-2x\tau+\tau^2}} .$$

The Legendre polynomial $P_l(x)$ is defined here as the coefficient of $\tau^l$ in the power series of $G(x,\tau)$ about $\tau=0$. The potential truncated at order $p$ keeps the powers $l=0,1,\dots,p$:

$$\Phi_p(\mathbf r)=K\sum_{l=0}^{p}\frac1{r^{l+1}}\sum_j q_j\,r_j^{\,l}\,P_l(\cos\gamma_j). \tag{1}$$

The terms $l=0,1,2$ are the monopole, dipole and quadrupole terms. The result to be proved is

$$|\Phi(\mathbf r)-\Phi_p(\mathbf r)|\le\frac{1}{4\pi\varepsilon_0}\,\frac{Q}{r-a}\left(\frac ar\right)^{p+1}. \tag{2}$$

In Gaussian units the factor $1/(4\pi\varepsilon_0)$ is absent.

### Why (1) is an expansion in moments

A multipole expansion is useful because the charges can be summed once, before any field point is chosen. Equation (1) seems to mix the two through $\gamma_j$, so the separation has to be shown. It uses the binomial series

$$\frac1{\sqrt{1-z}}=\sum_{k=0}^\infty c_kz^k,\qquad c_k=\frac{1\cdot3\cdots(2k-1)}{2^k\,k!}=\frac{1}{4^k}\binom{2k}{k}. \tag{3}$$

The last form follows from $(2k)!=[1\cdot3\cdots(2k-1)]\,2^kk!$. All $c_k$ are positive, and $c_{k+1}/c_k=(2k+1)/(2k+2)<1$, so the series converges absolutely for $|z|<1$.

Put $z=\tau(2x-\tau)$, so that $1-z=1-2x\tau+\tau^2$. For small $\tau$ the series may be rearranged, and

$$G(x,\tau)=\sum_n c_n\tau^n(2x-\tau)^n=\sum_n\sum_{k=0}^n c_n\binom nk(2x)^{n-k}(-1)^k\tau^{n+k}.$$

The power $\tau^l$ requires $n=l-k$, and $k\le n$ then means $k\le l/2$. Hence

$$P_l(x)=\sum_{k=0}^{\lfloor l/2\rfloor}(-1)^k c_{l-k}\binom{l-k}{k}(2x)^{l-2k}. \tag{4}$$

For example, $P_0=1$, $P_1=x$ and $P_2=(3x^2-1)/2$. With $\hat{\mathbf r}=\mathbf r/r$ we have $r_j\cos\gamma_j=\hat{\mathbf r}\cdot\mathbf r_j$, and therefore

$$r_j^{\,l}P_l(\cos\gamma_j)=\sum_k(-1)^kc_{l-k}\binom{l-k}{k}2^{l-2k}(\hat{\mathbf r}\cdot\mathbf r_j)^{l-2k}r_j^{\,2k}.$$

Multiplying out the scalar product leaves a finite sum of products, each with one factor made from the components of $\hat{\mathbf r}$ and one from those of $\mathbf r_j$. Summing the second factors with weights $q_j$ gives the moments. For $l=1$ the moment is the dipole vector $\mathbf d=\sum_jq_j\mathbf r_j$, and the term is $K\,\hat{\mathbf r}\cdot\mathbf d/r^2$.

The moments are often written with spherical harmonics instead. The numerical check confirms, for the example below and $l\le8$, that both forms give the same term at each order. The proofs need only (1).

## First derivation: bound every omitted term

This route expands the potential in an infinite series, shows that $|P_l|\le1$, and sums what was left out.

Write $S(z)=\sum_kc_kz^k$. For real $|z|<1$, squaring (3) gives $S(z)^2=1/(1-z)=\sum_lz^l$. Comparing coefficients of $z^l$,

$$\sum_{k=0}^{l}c_kc_{l-k}=1. \tag{5}$$

These coefficients do not depend on whether $z$ is real, so $S(z)^2=1/(1-z)$ also holds for complex $|z|<1$.

Now take $0\le\tau<1$ and factorise

$$1-2\tau\cos\gamma+\tau^2=(1-\tau\mathrm e^{\mathrm i\gamma})(1-\tau\mathrm e^{-\mathrm i\gamma}).$$

Consider the product $S(\tau\mathrm e^{\mathrm i\gamma})\,S(\tau\mathrm e^{-\mathrm i\gamma})$. Its square is $1/(1-2\tau\cos\gamma+\tau^2)=G^2$. Because the $c_k$ are real, the two factors are complex conjugates and their product is not negative. It is therefore the positive root, $G(\cos\gamma,\tau)$.

Both series converge absolutely, so they may be multiplied term by term. The coefficient of $\tau^l$ is $\sum_kc_kc_{l-k}\mathrm e^{\mathrm i(2k-l)\gamma}$. The weight $c_kc_{l-k}$ is unchanged when $k$ and $l-k$ are exchanged, while the exponent changes sign, so the imaginary parts cancel:

$$P_l(\cos\gamma)=\sum_{k=0}^lc_kc_{l-k}\cos\big((l-2k)\gamma\big). \tag{6}$$

This gives two facts. First, the Legendre series of $G$ converges for every $0\le\tau<1$, not just for small $\tau$. Second, the weights are positive and each cosine lies between $-1$ and $1$, so by (5)

$$|P_l(\cos\gamma)|\le\sum_{k=0}^lc_kc_{l-k}=1,\qquad P_l(1)=1. \tag{7}$$

The first fact allows the error to be written as the omitted tail,

$$\Phi-\Phi_p=K\sum_jq_j\sum_{l=p+1}^\infty\frac{r_j^{\,l}}{r^{l+1}}P_l(\cos\gamma_j).$$

Apply the triangle inequality, then (7), then $r_j\le a$:

$$|\Phi-\Phi_p|\le K\sum_j|q_j|\sum_{l=p+1}^\infty\frac{a^l}{r^{l+1}}=KQ\,\frac{a^{p+1}}{r^{p+2}}\,\frac1{1-a/r}.$$

The last step is the geometric series with ratio $a/r<1$. One factor $r$ from the denominator combines with $1-a/r$ to give $r-a$, and the remaining $a^{p+1}/r^{p+1}$ is the power in (2). This proves (2).

## Second derivation: an exact remainder

This route never sums an infinite series. It writes the Coulomb potential as an average of simple fractions and stops the division of each fraction after $p+1$ terms.

### The integral

For real $A>0$ and real $b$,

$$\frac1\pi\int_0^\pi\frac{\mathrm d\varphi}{A-\mathrm ib\cos\varphi}=\frac1{\sqrt{A^2+b^2}}. \tag{8}$$

To show this, multiply numerator and denominator by $A+\mathrm ib\cos\varphi$. The denominator becomes $A^2+b^2\cos^2\varphi$. The imaginary part of the numerator, $b\cos\varphi$, changes sign under $\varphi\to\pi-\varphi$ and integrates to zero. The real part is symmetric under this reflection, so it is twice the integral from $0$ to $\pi/2$. With $u=\tan\varphi$ we have $\cos^2\varphi=1/(1+u^2)$ and $\mathrm d\varphi=\mathrm du/(1+u^2)$, hence

$$\int_0^\pi\frac{A\,\mathrm d\varphi}{A^2+b^2\cos^2\varphi}=2\int_0^\infty\frac{A\,\mathrm du}{A^2u^2+A^2+b^2}=\frac{\pi}{\sqrt{A^2+b^2}},$$

where $\int_0^\infty\mathrm du/(A^2u^2+C^2)=\pi/(2AC)$ for $C>0$. Division by $\pi$ gives (8).

Choose $A=1-\tau\cos\gamma$ and $b=\tau\sin\gamma$ with $0\le\tau<1$. Then $A>0$ and $A^2+b^2=1-2\tau\cos\gamma+\tau^2$, so

$$G(\cos\gamma,\tau)=\frac1\pi\int_0^\pi\frac{\mathrm d\varphi}{1-\tau h},\qquad h(\varphi)=\cos\gamma+\mathrm i\sin\gamma\cos\varphi. \tag{9}$$

### The finite division

For any number $w\ne1$,

$$\frac1{1-w}=\sum_{l=0}^pw^l+\frac{w^{p+1}}{1-w},$$

as multiplication by $1-w$ confirms. Setting $w=\tau h$ in (9) gives

$$G(\cos\gamma,\tau)=\sum_{l=0}^p\tau^l\,\frac1\pi\int_0^\pi h^l\,\mathrm d\varphi+R_p,\qquad R_p=\frac1\pi\int_0^\pi\frac{(\tau h)^{p+1}}{1-\tau h}\,\mathrm d\varphi. \tag{10}$$

The size of $h$ follows from $|h|^2=\cos^2\gamma+\sin^2\gamma\cos^2\varphi\le1$. Therefore $|1-\tau h|\ge1-\tau$, and

$$|R_p|\le\frac{\tau^{p+1}}{1-\tau}. \tag{11}$$

It remains to show that the terms kept in (10) are the multipole terms of (1). By definition, $G$ equals $\sum_{l\le p}P_l\tau^l$ plus a remainder of order $\tau^{p+1}$ as $\tau\to0$. By (11), the remainder in (10) is of the same order. The difference of the two kept sums is thus a polynomial of degree at most $p$ that vanishes as fast as $\tau^{p+1}$, so all its coefficients are zero. Hence $P_l(\cos\gamma)=\frac1\pi\int_0^\pi h^l\,\mathrm d\varphi$, and $R_p$ is the truncation error of $G$.

### From one charge to all

For charge $j$, set $\tau=t_j=r_j/r$ and restore the factor $Kq_j/r$. By (11) its error is at most

$$\frac{K|q_j|}{r}\,\frac{t_j^{\,p+1}}{1-t_j}=\frac{K|q_j|}{r-r_j}\left(\frac{r_j}{r}\right)^{p+1}.$$

Raising $r_j$ to $a$ increases the power or leaves it unchanged, and makes the positive denominator no larger. Each charge thus contributes at most $K|q_j|(a/r)^{p+1}/(r-a)$, and adding the contributions gives (2) again.

## What each derivation assumes and yields

Both derivations assume a finite set of charges, a potential proportional to $1/|\mathbf r-\mathbf r_j|$, exact arithmetic, and $r>a$. Neither assumes symmetry, neutrality or a particular arrangement inside the ball.

The first uses more about series: absolute convergence, the product of two series, and the positive coefficients in (3). It bounds every multipole term separately and shows that the full expansion converges to $\Phi$. The second derivation yields both facts too, the first from $|h|\le1$ and the other from (11) as $p\to\infty$.

The second needs no convergence of an infinite expansion. It depends instead on the integral (9), which is tied to the inverse square root in the Coulomb potential. Its gain is a closed expression for the error, which allows a sharper estimate. The real part of $1-\tau h$ is $1-\tau\cos\gamma$, and a complex number is at least as large in modulus as its real part. Using this in $R_p$ instead of $|1-\tau h|\ge1-\tau$ gives

$$|\Phi-\Phi_p|\le K\sum_j\frac{|q_j|}{r-\hat{\mathbf r}\cdot\mathbf r_j}\left(\frac{r_j}r\right)^{p+1}. \tag{12}$$

For charges of equal size at equal $r_j$, one on the far side of the ball, where $\hat{\mathbf r}\cdot\mathbf r_j<0$, contributes less to this bound than one on the near side. The price is that (12) requires every position, while (2) requires only $Q$ and $a$.

## Sharpness, and where the bound fails

Put charge of one sign, of total size $Q$, at the point $a\hat{\mathbf r}$ of the ball nearest to the field point. Then $P_l(1)=1$, all omitted terms have the same sign, and $r_j=a$. Every inequality in the first derivation becomes an equality. No smaller bound can therefore hold for all charge sets with the same $Q$, $a$ and $r$.

The net charge cannot replace $Q$. Take charges $+q$ and $-q$, with $q>0$, at $+a\hat{\mathbf r}$ and $-a\hat{\mathbf r}$. Equation (6) at $\gamma=\pi$ gives $P_l(-1)=(-1)^l$, so the even terms cancel and the odd terms double. For $p=2$ the error is

$$2Kq\left(\frac{a^3}{r^4}+\frac{a^5}{r^6}+\cdots\right)=\frac{2Kq\,a^3}{r^2(r^2-a^2)}, \tag{13}$$

which is positive although the net charge is zero.

Far away, for $r\gg a$, the bound approaches $KQa^{p+1}/r^{p+2}$, the distance dependence of the first omitted multipole. As $r$ approaches $a$ from above, the bound diverges. The condition $r>a$ cannot be dropped: for a single charge at $a\hat{\mathbf r}$ and $r<a$, the terms are proportional to $a^l/r^{l+1}$ and grow with $l$, so the expansion diverges although $\Phi$ is finite.

The bound is an absolute error in volts. When $\Phi$ is small through cancellation, the error relative to $\Phi$ can be large. If all charges have the same sign, every distance is at most $r+a$, so $|\Phi|\ge KQ/(r+a)$, and the error relative to $|\Phi|$ is at most $(a/r)^{p+1}(r+a)/(r-a)$.

## Choosing the order

Suppose the potential of a cluster of charges is to be evaluated directly from its moments by (1), with the order chosen before the exact potential is known. To guarantee an error of at most $\epsilon$ from one cluster, require the right side of (2) not to exceed $\epsilon$. This means $(r/a)^{p+1}\ge KQ/[\epsilon(r-a)]$. Since $\ln(r/a)>0$, taking logarithms and dividing gives

$$p+1\ge\frac{\ln\!\big(KQ/[\epsilon(r-a)]\big)}{\ln(r/a)}. \tag{14}$$

The bound decreases with $r$, so an order sufficient at one distance is sufficient farther out. For several clusters, the triangle inequality lets their bounds be added.

## Worked example

Take $a=1$ nm and the field point $(1,2,2)$ nm, so $r=3$ nm and $a/r=1/3$. Four charges, in units of the elementary charge $e$, are placed as follows.

| charge ($e$) | position (nm) | distance to field point (nm) |
|---|---|---|
| $+2$ | $(0.6,\,0,\,0.8)$ | 2.3664 |
| $-1$ | $(-0.8,\,0.6,\,0)$ | 3.0332 |
| $+1$ | $(0,\,-0.6,\,0.4)$ | 3.2125 |
| $-1$ | $(0.2,\,0.4,\,-0.8)$ | 3.3226 |

The net charge is $+e$ and $Q=5e$. With $Ke=1.43996$ V nm, the exact potential is

$$\Phi=1.43996\left(\frac2{2.3664}-\frac1{3.0332}+\frac1{3.2125}-\frac1{3.3226}\right)\text{V}=0.7571\ \text{V}.$$

The monopole term is $1.43996/3=0.4800$ V. The dipole vector is $(1.8,-1.6,2.8)\,e$ nm, with component $(1.8-3.2+5.6)/3=1.4\,e$ nm along $\mathbf r$. The dipole term is $1.43996\times1.4/9=0.2240$ V, and the sum through $p=1$ is $0.7040$ V.

The bound is $(1.43996\times5/2)\,3^{-(p+1)}$ V $=3.600\times3^{-(p+1)}$ V. It is compared with the actual error below.

| $p$ | $\Phi_p$ (V) | error (mV) | bound (mV) |
|---|---|---|---|
| 0 | 0.47999 | 277.1 | 1200 |
| 1 | 0.70398 | 53.1 | 400 |
| 2 | 0.76869 | 11.6 | 133 |
| 3 | 0.76571 | 8.59 | 44.4 |
| 4 | 0.75895 | 1.84 | 14.8 |
| 5 | 0.75719 | 0.0802 | 4.94 |
| 6 | 0.75703 | 0.0852 | 1.65 |
| 7 | 0.75707 | 0.0455 | 0.549 |
| 8 | 0.75710 | 0.0148 | 0.183 |

The bound falls by a factor of 3 at each order, but the error need not fall at every step. Between $p=5$ and $p=6$ it rises slightly: $\Phi_5$ lies $0.080$ mV above the exact value, the $l=6$ term is $-0.165$ mV, and $\Phi_6$ ends $0.085$ mV below it.

For a tolerance of 1 mV, (14) gives $p+1\ge\ln(3600)/\ln3=7.45$, so $p=7$. At this field point the example already meets the tolerance at $p=5$, but $Q$, $a$ and $r$ alone cannot reveal that. If $5e$ sits at the nearest point of the ball, the true error is 1.65 mV at $p=6$ and 0.549 mV at $p=7$, so the order given by (14) is then needed.

For the neutral pair with $q=e$ and the same $a$ and $r$, (13) gives $2\times1.43996/(9\times8)$ V $=40.0$ mV at $p=2$. The bound with $Q=2e$ is 53.3 mV, whereas inserting the net charge would wrongly give zero.

The numerical check also tests (2) on 300 random charge sets with $r/a$ between 1.1 and 4, comparing direct Coulomb sums with sums built from moments. The largest ratio of error to bound in that sample is 0.61.

## Numbers as computed

```
e/(4 pi eps0 * 1 nm) = 1.439965 V
ball radius a = 1.0 nm, field distance r = 3.0 nm, a/r = 0.333333
field point (nm): [1. 2. 2.]
charge +2 e at [0.6 0.  0.8] nm: |r_i| = 1.0000 nm, |r - r_i| = 2.366432 nm
charge -1 e at [-0.8  0.6  0. ] nm: |r_i| = 1.0000 nm, |r - r_i| = 3.033150 nm
charge +1 e at [ 0.  -0.6  0.4] nm: |r_i| = 0.7211 nm, |r - r_i| = 3.212476 nm
charge -1 e at [ 0.2  0.4 -0.8] nm: |r_i| = 0.9165 nm, |r - r_i| = 3.322650 nm
absolute charge Q = 5 e, net charge = +1 e
dipole moment (e nm): [ 1.8 -1.6  2.8], component along r = 1.400000 e nm
exact potential = 0.75711289 V
p, truncated potential (V), true error (V), bound (V), error/bound
0  0.47998818  2.771e-01  1.200e+00  0.2309
1  0.70398267  5.313e-02  4.000e-01  0.1328
2  0.76869219  1.158e-02  1.333e-01  0.0868
3  0.76570559  8.593e-03  4.444e-02  0.1933
4  0.75895026  1.837e-03  1.481e-02  0.1240
5  0.75719311  8.021e-05  4.938e-03  0.0162
6  0.75702766  8.524e-05  1.646e-03  0.0518
7  0.75706739  4.550e-05  5.487e-04  0.0829
8  0.75709809  1.480e-05  1.829e-04  0.0809
tolerance = 1.0 mV: p + 1 >= 7.4536, so p = 7
example, largest error at p = 7 over 400 directions = 0.1626 mV
worst case (5 e at nearest point), true error at p = 6: 1.6461 mV
worst case (5 e at nearest point), true error at p = 7: 0.5487 mV
neutral pair +1 e, -1 e at z = +1, -1 nm, field point z = 3 nm, p = 2:
  true error = 39.9990 mV, bound with Q = 2 e: 53.3320 mV, with net charge: 0.0000 mV
largest |P_l| found for l <= 12: 1.0000000000
random charge sets: 300, largest error/bound = 0.6107
```
